# Dipole length and oscillator strength of an infinite quantum well: a numerical check

```python
"""
Result under test: in an infinite well of width L the dipole length between
the two lowest states is |z_12| = 16 L / (9 pi^2), and the transition 1 -> 2
has oscillator strength f_12 = 256 / (27 pi^2), about 96 percent of the total.

Symbols: psi_n = sqrt(2/L) sin(n pi z/L), n = 1, 2, ...; m = effective mass;
z_ab = <psi_a| z |psi_b>; f_ab = (2 m/hbar^2) (E_b - E_a) |z_ab|^2.
Numerical work uses nm and eV; kinetic = hbar^2/(2 m) in eV nm^2.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

# Inputs: rough typical values for a nonpolar GaN well in AlGaN barriers
width = 4.0            # nm
mass_ratio = 0.2       # effective mass / free mass
barrier = 0.8          # eV
gap = 3.4              # eV
field_MV_cm = 2.0      # rough field for the same well on a polar face
field = field_MV_cm * 0.1   # V/nm, equal to eV/nm for one electron charge

kinetic = (const.hbar**2 / (2 * mass_ratio * const.m_e)) / const.e * 1e18


def level(n):
    return kinetic * (n * np.pi / width)**2


def dipole_quadrature(a, b):
    def integrand(z):
        return (2 / width * z * np.sin(a * np.pi * z / width)
                * np.sin(b * np.pi * z / width))
    return quad(integrand, 0, width, epsabs=1e-12, limit=200)[0]


def strength_formula(a, b):
    if (a + b) % 2 == 0:
        return 0.0
    return 64 * a**2 * b**2 / (np.pi**2 * (b**2 - a**2)**3)


def strengths(energies, dipoles, start=0):
    return (energies - energies[start]) * dipoles**2 / kinetic


# --- Dipole length and strengths against direct integration
z12 = 16 * width / (9 * np.pi**2)
assert abs(abs(dipole_quadrature(1, 2)) - z12) < 1e-9
for a in (1, 2):
    for b in range(1, 9):
        if a != b:
            direct = (level(b) - level(a)) * dipole_quadrature(a, b)**2 / kinetic
            assert abs(direct - strength_formula(a, b)) < 1e-8
overlap = quad(lambda z: 2 / width * np.sin(np.pi * z / width)
               * np.sin(2 * np.pi * z / width), 0, width)[0]
assert abs(overlap) < 1e-10
f12 = 256 / (27 * np.pi**2)

# --- Symbolic dipole and symbolic sum rule <z psi_1|(H - E_1)|z psi_1>
z, L = sp.symbols("z L", positive=True)
psi1 = sp.sqrt(2 / L) * sp.sin(sp.pi * z / L)
psi2 = sp.sqrt(2 / L) * sp.sin(2 * sp.pi * z / L)
symbolic_dipole = sp.integrate(sp.expand(psi1 * z * psi2), (z, 0, L))
assert sp.simplify(symbolic_dipole + 16 * L / (9 * sp.pi**2)) == 0
phi = z * psi1
h_phi = sp.simplify(-sp.diff(phi, z, 2) - (sp.pi / L)**2 * phi)
symbolic_sum = sp.integrate(sp.expand(phi * h_phi), (z, 0, L))
assert sp.simplify(symbolic_sum - 1) == 0

# --- The infinite series of strengths from the ground state
series_sum = mp.nsum(lambda j: 64 * (2 * j)**2
                     / (mp.pi**2 * ((2 * j)**2 - 1)**3), [1, mp.inf])
assert abs(series_sum - 1) < 1e-10


# --- Finite-difference diagonalization, with or without a field
def finite_difference(slope, points=1000):
    step = width / (points + 1)
    grid = step * np.arange(1, points + 1)
    diagonal = 2 * kinetic / step**2 + slope * grid
    off_diagonal = -kinetic / step**2 * np.ones(points - 1)
    energies, states = eigh_tridiagonal(diagonal, off_diagonal)
    return energies, states, grid


fd_E, fd_states, grid = finite_difference(0.0)
fd_z1 = fd_states.T @ (grid * fd_states[:, 0])
fd_f1 = strengths(fd_E, fd_z1)
fd_z2 = fd_states.T @ (grid * fd_states[:, 1])
fd_f2 = strengths(fd_E, fd_z2, start=1)
assert abs(fd_E[1] - fd_E[0] - (level(2) - level(1))) < 1e-5
assert abs(abs(fd_z1[1]) - z12) < 1e-5
assert abs(fd_f1[1] - f12) < 1e-4
assert abs(fd_f1.sum() - 1) < 1e-4
assert abs(fd_f2.sum() - 1) < 1e-4


# --- Position matrix in the sine basis of a box
def position_matrix(box, size):
    n = np.arange(1, size + 1)
    difference = n[:, None] - n[None, :]
    total = n[:, None] + n[None, :]
    safe = np.where(difference == 0, 1, difference)
    odd = np.where(total % 2 == 1, -2.0, 0.0)
    matrix = box / np.pi**2 * (odd / safe**2 - odd / total**2)
    return matrix + np.diag(np.full(size, box / 2))


# --- Effect of a finite barrier: well in the middle of a wide box
box, size = 20.0, 300
left, right = (box - width) / 2, (box + width) / 2
n = np.arange(1, size + 1)


def cosine_average(k):
    safe = np.where(k == 0, 1, k)
    value = (np.sin(safe * np.pi * right / box)
             - np.sin(safe * np.pi * left / box)) / (safe * np.pi)
    return np.where(k == 0, width / box, value)


inside = (cosine_average(n[:, None] - n[None, :])
          - cosine_average(n[:, None] + n[None, :]))
H_finite = (np.diag(kinetic * (n * np.pi / box)**2 + barrier)
            - barrier * inside)
fin_E, fin_states = np.linalg.eigh(H_finite)
fin_z = fin_states.T @ position_matrix(box, size) @ fin_states[:, 0]
fin_f = strengths(fin_E, fin_z)
# wall matching conditions for the lowest even and odd states, x = k L/2
x0 = np.sqrt(barrier / kinetic) * width / 2
assert x0 > np.pi / 2
even = brentq(lambda x: x * np.sin(x) - np.sqrt(x0**2 - x**2) * np.cos(x),
              1e-9, min(np.pi / 2, x0))
odd = brentq(lambda x: x * np.cos(x) + np.sqrt(x0**2 - x**2) * np.sin(x),
             np.pi / 2, min(np.pi, x0))
matched = kinetic * (2 * np.array([even, odd]) / width)**2
assert np.allclose(matched, fin_E[:2], atol=1e-5)
assert abs(fin_f.sum() - 1) < 1e-3

# --- Effect of a polarization field, hard walls kept
basis = 80
H_field = (np.diag(level(np.arange(1, basis + 1)))
           + field * position_matrix(width, basis))
pol_E, pol_states = np.linalg.eigh(H_field)
pol_z = pol_states.T @ position_matrix(width, basis) @ pol_states[:, 0]
pol_f = strengths(pol_E, pol_z)
chk_E, chk_states, grid = finite_difference(field)
chk_z = chk_states.T @ (grid * chk_states[:, 0])
chk_f = strengths(chk_E, chk_z)
assert np.allclose(pol_E[:3], chk_E[:3], atol=5e-5)
assert np.allclose(pol_f[:3], chk_f[:3], atol=1e-4)
assert abs(chk_f.sum() - 1) < 1e-4


# --- Effect of an energy-dependent mass: two coupled bands
def two_band(parabolic):
    return gap / 2 * (np.sqrt(1 + 4 * parabolic / gap) - 1)


for parabolic in (level(1), level(2)):
    coupling = np.sqrt(parabolic * gap)
    bands = np.linalg.eigvalsh([[0.0, coupling], [coupling, -gap]])
    assert abs(bands[1] - two_band(parabolic)) < 1e-10

E21 = level(2) - level(1)
E21_two_band = two_band(level(2)) - two_band(level(1))
wavelength = const.h * const.c / (E21 * const.e) * 1e6
kB = const.k / const.e

print("INPUTS (rough typical values)")
print(f"well width L = {width:.1f} nm")
print(f"effective mass / free mass = {mass_ratio:.2f}")
print(f"barrier height = {barrier:.2f} eV")
print(f"band gap of the well = {gap:.1f} eV")
print("HARD-WALL WELL")
print(f"hbar^2/(2m) = {kinetic:.5f} eV nm^2")
print(f"E_1 = {level(1):.4f} eV")
print(f"E_2 = {level(2):.4f} eV")
print(f"E_2 - E_1 = {E21:.4f} eV")
print(f"wavelength of 1->2 = {wavelength:.3f} um")
print(f"|z_12|/L = {z12 / width:.5f} (no unit)")
print(f"|z_12| from formula = {z12:.5f} nm")
print(f"|z_12| from quadrature = {abs(dipole_quadrature(1, 2)):.5f} nm")
print(f"dipole moment e|z_12| = {const.e * z12 * 1e-9:.4e} C m")
print("OSCILLATOR STRENGTHS (no unit)")
for b in (2, 4, 6):
    print(f"f_1{b} = {strength_formula(1, b):.6f}")
print(f"all transitions above 1->2 together = {1 - f12:.6f}")
print(f"sum of the infinite series = {float(series_sum):.8f}")
print(f"f_12 from diagonalization = {fd_f1[1]:.6f}")
print(f"sum from diagonalization = {fd_f1.sum():.6f}")
print(f"f_12 with free mass in definition = {f12 / mass_ratio:.4f}")
print(f"total with free mass in definition = {1 / mass_ratio:.4f}")
for b in (1, 3, 5):
    print(f"from second subband: f_2{b} = {strength_formula(2, b):.6f}")
print(f"sum from second subband = {fd_f2.sum():.6f}")
print("FINITE BARRIER")
print(f"E_1 = {fin_E[0]:.4f} eV")
print(f"E_2 = {fin_E[1]:.4f} eV")
print(f"E_2 - E_1 = {fin_E[1] - fin_E[0]:.4f} eV")
print(f"|z_12| = {abs(fin_z[1]):.4f} nm")
print(f"f_12 = {fin_f[1]:.4f} (no unit)")
print(f"sum of strengths = {fin_f.sum():.5f} (no unit)")
print("ENERGY-DEPENDENT MASS (two-band estimate, hard walls)")
print(f"E_2 - E_1 = {E21_two_band:.4f} eV")
print(f"change of E_2 - E_1 = {100 * (E21_two_band / E21 - 1):.1f} percent")
print("POLARIZATION FIELD (hard walls)")
print(f"field = {field_MV_cm:.1f} MV/cm")
print(f"potential drop across well = {field * width:.2f} eV")
print(f"E_2 - E_1 = {pol_E[1] - pol_E[0]:.4f} eV")
print(f"|z_12| = {abs(pol_z[1]):.4f} nm")
print(f"f_12 = {pol_f[1]:.4f} (no unit)")
print(f"f_13 = {pol_f[2]:.4f} (no unit)")
print(f"sum of strengths = {chk_f.sum():.5f} (no unit)")
print("TEMPERATURE (lightly filled hard-wall well)")
for T in (300, 500):
    print(f"population ratio N_2/N_1 at {T} K = {np.exp(-E21 / (kB * T)):.2e}")
print("every check passed")
```

Printed output:

```
INPUTS (rough typical values)
well width L = 4.0 nm
effective mass / free mass = 0.20
barrier height = 0.80 eV
band gap of the well = 3.4 eV
HARD-WALL WELL
hbar^2/(2m) = 0.19050 eV nm^2
E_1 = 0.1175 eV
E_2 = 0.4700 eV
E_2 - E_1 = 0.3525 eV
wavelength of 1->2 = 3.517 um
|z_12|/L = 0.18013 (no unit)
|z_12| from formula = 0.72051 nm
|z_12| from quadrature = 0.72051 nm
dipole moment e|z_12| = 1.1544e-28 C m
OSCILLATOR STRENGTHS (no unit)
f_12 = 0.960675
f_14 = 0.030742
f_16 = 0.005445
all transitions above 1->2 together = 0.039325
sum of the infinite series = 1.00000000
f_12 from diagonalization = 0.960671
sum from diagonalization = 0.999995
f_12 with free mass in definition = 4.8034
total with free mass in definition = 5.0000
from second subband: f_21 = -0.960675
from second subband: f_23 = 1.867552
from second subband: f_25 = 0.070020
sum from second subband = 0.999980
FINITE BARRIER
E_1 = 0.0754 eV
E_2 = 0.2950 eV
E_2 - E_1 = 0.2196 eV
|z_12| = 0.9199 nm
f_12 = 0.9755 (no unit)
sum of strengths = 1.00000 (no unit)
ENERGY-DEPENDENT MASS (two-band estimate, hard walls)
E_2 - E_1 = 0.3048 eV
change of E_2 - E_1 = -13.5 percent
POLARIZATION FIELD (hard walls)
field = 2.0 MV/cm
potential drop across well = 0.80 eV
E_2 - E_1 = 0.4204 eV
|z_12| = 0.6293 nm
f_12 = 0.8739 (no unit)
f_13 = 0.0683 (no unit)
sum of strengths = 0.99999 (no unit)
TEMPERATURE (lightly filled hard-wall well)
population ratio N_2/N_1 at 300 K = 1.20e-06
population ratio N_2/N_1 at 500 K = 2.80e-04
every check passed
```
